# Kramers–Kronig Transform on a Nonuniform Grid with Truncated Tails: test program

```python
"""Kramers-Kronig transform on a nonuniform grid, with truncated tails.

Result under test: for a retarded Green's function G with spectral function
A = -Im G / pi, the real part is Re G(w) = P int A(x)/(w-x) dx.  On a window
[a, b] it is computed by (i) subtraction of the singular point and
(ii) exact integration of piecewise-linear segments.  The omitted tails
contribute T(w), which is bounded by the missing spectral weight and can be
corrected with a tail C/(x-c)^2 fixed by the two end samples.
Symbols: Z weights, eps pole energies, gam half-widths (hartree);
A, G and T are in 1/hartree.
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import xlogy
from scipy.constants import physical_constants

Z = np.array([0.7, 0.3])
eps = np.array([-0.3, -0.9])
gam = np.array([0.02, 0.1])
a, b = -3.0, 3.0


def green(w, derivative=0):
    """Model Green's function or its first or second derivative."""
    d = np.asarray(w, dtype=float)[..., None] - eps + 1j * gam
    factor = (1.0, -1.0, 2.0)[derivative]
    return np.sum(factor * Z / d ** (derivative + 1), axis=-1)


def spectral(x, derivative=0):
    return -green(x, derivative).imag / np.pi


def graded_mesh(n):
    """n segments, uniform in the sum of asinh((x-eps)/gam)."""
    def coordinate(x):
        return np.sum(np.arcsinh((x[:, None] - eps) / gam), axis=1)
    ends = coordinate(np.array([a, b]))
    goal = np.linspace(ends[0], ends[1], n + 1)
    low, high = np.full(n + 1, a), np.full(n + 1, b)
    for _ in range(60):
        middle = 0.5 * (low + high)
        below = coordinate(middle) < goal
        low = np.where(below, middle, low)
        high = np.where(below, high, middle)
    x = 0.5 * (low + high)
    x[0], x[-1] = a, b
    return x


def trapezoid_weights(x):
    h = np.diff(x)
    weights = np.zeros(len(x))
    weights[:-1] += h / 2
    weights[1:] += h / 2
    return weights


def kk_linear(x, A, w):
    """Exact transform of the piecewise-linear interpolant, any w != a, b."""
    w = np.atleast_1d(np.asarray(w, dtype=float))
    d = w[:, None] - x[None, :]
    g = xlogy(d, np.abs(d))
    slopes = np.diff(A) / np.diff(x)
    ends = A[0] * np.log(abs(w - x[0])) - A[-1] * np.log(abs(w - x[-1]))
    return ends + (g[:, :-1] - g[:, 1:]) @ slopes - (A[-1] - A[0])


def kk_subtraction(x, A, nodes, keep_diagonal=True):
    """Singular-point subtraction at the given interior nodes."""
    weights = trapezoid_weights(x)
    result = []
    for k in nodes:
        hm, hp = x[k] - x[k - 1], x[k + 1] - x[k]
        slope = (hm * (A[k + 1] - A[k]) / hp
                 + hp * (A[k] - A[k - 1]) / hm) / (hm + hp)
        d = x[k] - x
        d[k] = 1.0
        q = (A - A[k]) / d
        q[k] = -slope if keep_diagonal else 0.0
        log_term = A[k] * np.log((x[k] - x[0]) / (x[-1] - x[k]))
        result.append(weights @ q + log_term)
    return np.array(result)


def tail_quadrature(f, left, right, w):
    """Contribution of x < left and x > right, directly from the integral."""
    options = dict(epsabs=1e-14, epsrel=1e-10, limit=400)
    upper = quad(lambda x: f(x) / (w - x), right, np.inf, **options)[0]
    lower = quad(lambda x: f(x) / (w - x), -np.inf, left, **options)[0]
    return lower + upper


def tail_formula(C, c, left, right, w):
    """Closed form for the tail C/(x-c)^2 on both sides."""
    y, B, D = w - c, right - c, c - left
    if abs(y) < 1e-3 * min(B, D):
        return C * ((1 / D**2 - 1 / B**2) / 2 - y * (1 / B**3 + 1 / D**3) / 3)
    return C / y**2 * (np.log1p(-y / B) - np.log1p(y / D) + y / B + y / D)


def folded_principal_value(f, left, right, w, breaks):
    """P int f(x)/(w-x) dx = int_0 [f(w-t)-f(w+t)]/t dt, f cut to window."""
    def cut(x):
        return f(x) if left <= x <= right else 0.0
    top = max(w - left, right - w)
    distances = np.abs(np.array(list(breaks) + [left, right]) - w)
    points = np.unique(distances)
    points = points[(points > 1e-12) & (points < top - 1e-12)]
    return quad(lambda t: (cut(w - t) - cut(w + t)) / t, 0, top,
                points=points, limit=400, epsabs=1e-11, epsrel=1e-11)[0]


# Segment formula against quadrature for coarse data, at and between nodes.
x_test = np.array([-1.0, -0.4, 0.1, 0.8, 2.0])
A_test = np.array([0.2, 1.0, 0.3, 0.9, 0.4])
for w in (0.1, 0.5, -0.4):
    direct = folded_principal_value(
        lambda x: np.interp(x, x_test, A_test), -1.0, 2.0, w, x_test)
    assert abs(kk_linear(x_test, A_test, w)[0] - direct) < 1e-8

# Closed Green's function minus its tails equals the window integral.
samples = np.array([-2.5, -0.28, 0.5, 2.5])
true_tail = np.array([tail_quadrature(spectral, a, b, w) for w in samples])
window_exact = green(samples).real - true_tail
for w, value in zip(samples, window_exact):
    direct = folded_principal_value(spectral, a, b, w, eps)
    assert abs(direct - value) < 1e-7

print("weights Z:", Z, " sum:", Z.sum())
print("energies (hartree):", eps)
print("half-widths (hartree):", gam)
print("window (hartree):", a, b)

# Convergence at common nodes, measured against the exact window integral.
coarse = graded_mesh(200)
base = np.where((coarse > -2.5) & (coarse < 2.5))[0]
targets = coarse[base]
reference = green(targets).real - np.array(
    [tail_quadrature(spectral, a, b, w) for w in targets])
print("Largest grid error (1/hartree) at", len(targets), "nodes")
print("segments   linear     subtraction")
errors = {}
for n in (400, 800, 1600):
    x = graded_mesh(n)
    A = spectral(x)
    nodes = base * (n // 200)
    e_lin = kk_linear(x, A, x[nodes]) - reference
    e_sub = kk_subtraction(x, A, nodes) - reference
    errors[n] = (np.max(abs(e_lin)), np.max(abs(e_sub)))
    print(f"{n:6d}   {errors[n][0]:.3e}   {errors[n][1]:.3e}")
    if n == 400:
        x400, A400, nodes400, e400 = x, A, nodes, e_lin
ratios = [errors[800][i] / errors[1600][i] for i in (0, 1)]
print(f"error ratio 800/1600: {ratios[0]:.3f}, {ratios[1]:.3f}")
assert all(3.5 < r < 4.5 for r in ratios)
h = np.diff(x)
print(f"1600 segments, spacing (hartree): {h.min():.3e} to {h.max():.3e}")

x_uniform = np.linspace(a, b, 401)
e_uniform = np.max(abs(kk_linear(x_uniform, spectral(x_uniform), targets)
                       - reference))
print(f"uniform mesh, 400 segments, linear: {e_uniform:.3e} 1/hartree")
assert e_uniform > 10 * errors[400][0]

# Interpolation error bound at each target node.
h400 = np.diff(x400)
fractions = np.linspace(0, 1, 9)
curvature = np.max(abs(spectral(
    x400[:-1, None] + h400[:, None] * fractions, 2)), axis=1)
bounds = []
for k in nodes400:
    d = abs(x400[k] - x400)
    d[k] = 1.0
    part = curvature * h400**2 / 8 * abs(np.log(d[:-1] / d[1:]))
    part[k - 1:k + 1] = curvature[k - 1:k + 1] * h400[k - 1:k + 1]**2 / 4
    bounds.append(part.sum())
bounds = np.array(bounds)
assert np.all(abs(e400) <= bounds)
worst = np.argmax(abs(e400))
print(f"400 segments, worst node at {targets[worst]:.4f} hartree:")
print(f"  error {abs(e400[worst]):.3e}, bound {bounds[worst]:.3e} 1/hartree")

# Omitting the diagonal value of the subtracted integrand.
flank = np.argmin(abs(targets - (eps[0] + gam[0] / np.sqrt(3))))
k = nodes[flank]
missing = kk_subtraction(x, A, [k], keep_diagonal=False)[0] - reference[flank]
predicted = spectral(x[k], 1) * (x[k + 1] - x[k - 1]) / 2
assert abs(missing / predicted - 1) < 0.05
print(f"diagonal omitted at {x[k]:.4f} hartree, 1600 segments:")
print(f"  error {missing:.5f}, predicted {predicted:.5f} 1/hartree")

# Skipping the singular node without subtraction where the spacing doubles.
joint = -0.5
joint_exact = green(joint).real - tail_quadrature(spectral, a, b, joint)
limit = spectral(joint) * np.log(2)
print("Node skipped, spacing doubles at -0.5 hartree (1/hartree)")
for m in (1, 2, 4):
    xj = np.concatenate([np.linspace(a, joint, 1000 * m + 1),
                         np.linspace(joint, b, 700 * m + 1)[1:]])
    Aj, k = spectral(xj), 1000 * m
    keep = np.arange(len(xj)) != k
    skipped = np.sum((trapezoid_weights(xj) * Aj)[keep]
                     / (xj[k] - xj[keep])) - joint_exact
    subtracted = kk_subtraction(xj, Aj, [k])[0] - joint_exact
    print(f"  {1700*m} segments: skip {skipped:.5f}, subtract {subtracted:.2e}")
assert abs(skipped / limit - 1) < 0.02 and abs(subtracted) < 1e-3
print(f"  predicted limit A ln 2: {limit:.5f}")

# Missing weight and the fitted inverse-square tail.
W_upper = np.sum(Z * (0.5 - np.arctan((b - eps) / gam) / np.pi))
W_lower = np.sum(Z * (0.5 + np.arctan((a - eps) / gam) / np.pi))
deficit = 1 - trapezoid_weights(x) @ A
root = np.sqrt(A[0] / A[-1])
c_fit = (b + root * a) / (1 + root)
C_fit = A[-1] * (b - c_fit)**2
fitted_weight = C_fit / (b - c_fit) + C_fit / (c_fit - a)
C_exact = np.sum(Z * gam) / np.pi
c_exact = np.sum(Z * gam * eps) / np.sum(Z * gam)
assert abs(deficit / (W_upper + W_lower) - 1) < 0.02
assert abs(fitted_weight / deficit - 1) < 0.05
print(f"outside weight: lower {W_lower:.6f}, upper {W_upper:.6f}")
print(f"norm deficit {deficit:.6f}, fitted weight {fitted_weight:.6f}")
print(f"tail C (hartree): fit {C_fit:.6f}, asymptotic {C_exact:.6f}")
print(f"tail c (hartree): fit {c_fit:.5f}, asymptotic {c_exact:.5f}")
for w in (c_fit + 1e-4, -2.5, 0.5, 2.5):
    direct = tail_quadrature(lambda t: C_fit / (t - c_fit)**2, a, b, w)
    assert abs(tail_formula(C_fit, c_fit, a, b, w) - direct) < 1e-9

computed = kk_linear(x, A, samples)
correction = np.array([tail_formula(C_fit, c_fit, a, b, w) for w in samples])
exact = green(samples).real
lower_bound = -W_upper / (b - samples)
upper_bound = W_lower / (samples - a)
assert np.all((lower_bound <= true_tail) & (true_tail <= upper_bound))
assert np.all(abs(correction - true_tail) < 0.2 * abs(true_tail))
for i in (0, 3):
    assert (abs(computed[i] + correction[i] - exact[i])
            < 0.2 * abs(computed[i] - exact[i]))
print("Linear rule, 1600 segments; w in hartree, rest in 1/hartree")
print("   w     exact Re G    window rule   corrected")
for i, w in enumerate(samples):
    print(f"{w:6.2f} {exact[i]:13.7f} {computed[i]:13.7f} "
          f"{computed[i] + correction[i]:13.7f}")
print("   w    grid error   true T     fitted T   T min      T max")
for i, w in enumerate(samples):
    print(f"{w:6.2f} {computed[i] - window_exact[i]:10.2e} "
          f"{true_tail[i]:10.3e} {correction[i]:10.3e} "
          f"{lower_bound[i]:10.3e} {upper_bound[i]:10.3e}")

# Decay of the truncation error with window size at fixed frequency.
print("T at -0.3 hartree (1/hartree), window about asymptotic c")
print("L (hartree)   [c-L,c+L]    [c-L,c+2L]")
centred, unequal = [], []
for L in (8, 16, 32):
    centred.append(tail_quadrature(
        spectral, c_exact - L, c_exact + L, -0.3))
    unequal.append(tail_quadrature(
        spectral, c_exact - L, c_exact + 2 * L, -0.3))
    print(f"{L:6d}       {centred[-1]:.3e}   {unequal[-1]:.3e}")
ratio_centred = centred[1] / centred[2]
ratio_unequal = unequal[1] / unequal[2]
print(f"ratio 16/32: {ratio_centred:.3f}, {ratio_unequal:.3f}")
assert abs(ratio_centred / 8 - 1) < 0.05
assert abs(ratio_unequal / 4 - 1) < 0.05

# False logarithm at the upper edge of the window.
edge = [tail_quadrature(spectral, a, b, b - delta) for delta in (1e-3, 1e-4)]
change = edge[1] - edge[0]
edge_prediction = -A[-1] * np.log(10)
assert abs(change / edge_prediction - 1) < 0.02
print("T change, edge distance 1e-3 to 1e-4 hartree (1/hartree):")
print(f"  {change:.5e}, predicted {edge_prediction:.5e}")
hartree_eV = physical_constants["Hartree energy in eV"][0]
print(f"corrected Re G at 0.5 hartree: "
      f"{(computed[2] + correction[2]) / hartree_eV:.6f} 1/eV")
print("all tests passed")
```

Output:

```
weights Z: [0.7 0.3]  sum: 1.0
energies (hartree): [-0.3 -0.9]
half-widths (hartree): [0.02 0.1 ]
window (hartree): -3.0 3.0
Largest grid error (1/hartree) at 192 nodes
segments   linear     subtraction
   400   1.157e-02   6.866e-03
   800   2.850e-03   1.745e-03
  1600   7.069e-04   4.429e-04
error ratio 800/1600: 4.031, 3.941
1600 segments, spacing (hartree): 2.359e-04 to 2.171e-02
uniform mesh, 400 segments, linear: 2.050e+00 1/hartree
400 segments, worst node at -0.2910 hartree:
  error 1.157e-02, bound 3.378e-02 1/hartree
diagonal omitted at -0.2889 hartree, 1600 segments:
  error -0.09678, predicted -0.09722 1/hartree
Node skipped, spacing doubles at -0.5 hartree (1/hartree)
  1700 segments: skip 0.11851, subtract 1.16e-05
  3400 segments: skip 0.11695, subtract 3.21e-06
  6800 segments: skip 0.11617, subtract 8.41e-07
  predicted limit A ln 2: 0.11539
outside weight: lower 0.006194, upper 0.003798
norm deficit 0.009978, fitted weight 0.010170
tail C (hartree): fit 0.014369, asymptotic 0.014006
tail c (hartree): fit -0.72312, asymptotic -0.70909
Linear rule, 1600 segments; w in hartree, rest in 1/hartree
   w     exact Re G    window rule   corrected
 -2.50    -0.5049260    -0.5078522    -0.5049009
 -0.28    17.9716024    17.9707743    17.9714396
  0.50     1.0876514     1.0873171     1.0876771
  2.50     0.3381463     0.3389913     0.3381499
   w    grid error   true T     fitted T   T min      T max
 -2.50  -7.51e-06  2.919e-03  2.951e-03 -6.906e-04  1.239e-02
 -0.28  -1.74e-04  6.539e-04  6.653e-04 -1.158e-03  2.277e-03
  0.50   1.76e-05  3.520e-04  3.600e-04 -1.519e-03  1.770e-03
  2.50   5.06e-06 -8.400e-04 -8.415e-04 -7.597e-03  1.126e-03
T at -0.3 hartree (1/hartree), window about asymptotic c
L (hartree)   [c-L,c+L]    [c-L,c+2L]
     8       -7.501e-06   7.816e-05
    16       -9.338e-07   2.001e-05
    32       -1.166e-07   5.065e-06
ratio 16/32: 8.008, 3.951
T change, edge distance 1e-3 to 1e-4 hartree (1/hartree):
  -2.38316e-03, predicted -2.38690e-03
corrected Re G at 0.5 hartree: 0.039971 1/eV
all tests passed
```
